# Chain dipole, end-to-end vector and the intrachain Kirkwood factor

**Q:** Dielectric data on a polymer give me a Kirkwood factor, and scattering gives me a characteristic ratio. For a chain whose bond dipoles all point along the backbone, I am told that the two are the same number. One concerns electricity and the other coil size. Why should they agree?

**A:** Let me first fix what is being compared. The chain has $N$ backbone bonds of equal length $b$, with bond vectors $\mathbf r_i$ running from one chosen end to the other. Bond $i$ carries a permanent dipole $\boldsymbol\mu_i$ of fixed size $\mu$, parallel to $\mathbf r_i$ and never reversed. The chain dipole and the end-to-end vector are

$$\mathbf M=\sum_{i=1}^N\boldsymbol\mu_i,\qquad \mathbf R=\sum_{i=1}^N\mathbf r_i .$$

The intrachain Kirkwood factor per bond dipole, and Flory's ratio for the same finite chain, are

$$g_N=\frac{\langle M^2\rangle}{N\mu^2},\qquad C_N=\frac{\langle R^2\rangle}{Nb^2}.$$

Both averages run over the same chain shapes, without an applied field. Each ratio compares a mean square sum with its value for uncorrelated bonds.

Since $\boldsymbol\mu_i$ and $\mathbf r_i$ have the same direction, and their lengths have the same ratio on every bond,

$$\boldsymbol\mu_i=q\,\mathbf r_i,\qquad q=\mu/b .$$

The constant $q$ is a charge. Picture each bond with $-q$ on its tail atom and $+q$ on its head atom. With atom positions $\mathbf x_0,\dots,\mathbf x_N$,

$$\mathbf M=q\sum_{i=1}^N(\mathbf x_i-\mathbf x_{i-1})=q(\mathbf x_N-\mathbf x_0)=q\mathbf R .$$

Every inner atom is the head of one bond and the tail of the next, so its charges cancel. For its total dipole, the chain is equivalent to a pair of opposite charges at its ends, although the field close to a real chain can differ. The relation $\mathbf M=q\mathbf R$ holds for each shape, before any averaging. Therefore

$$g_N=\frac{q^2\langle R^2\rangle}{N q^2b^2}=\frac{\langle R^2\rangle}{Nb^2}=C_N .$$

**Q:** That is short. But a Kirkwood factor is supposed to describe angular correlations between dipoles. Where did they go?

**A:** They are inside $\langle R^2\rangle$. Let $\gamma_{ij}$ be the angle between bonds $i$ and $j$, which is also the angle between their dipoles. Squaring the sum gives $N$ diagonal terms and two equal terms for each pair:

$$\langle M^2\rangle=N\mu^2+2\mu^2\sum_{i<j}\langle\cos\gamma_{ij}\rangle .$$

If the mean cosine depends on the separation $k=j-i$ alone, call it $c_k$. There are $N-k$ pairs at separation $k$, so

$$g_N=1+2\sum_{k=1}^{N-1}\left(1-\frac kN\right)c_k .$$

The expansion of $\langle R^2\rangle/(Nb^2)$ has the same terms. Positive correlations make the coil larger and, by the same amount in these units, make the dipoles add up.

**Q:** Does this need a Gaussian coil, or independent rotations about the bonds?

**A:** Neither was used. Steric repulsion, coupled rotations and interactions between the dipoles may change the probabilities of the shapes, but they change both averages together.

What can fail is the existence of a limit. Flory's characteristic ratio usually means $C_\infty$, the value that $C_N$ approaches for long chains. If $\langle R^2\rangle$ grows in proportion to $N$, as for chains in a melt or a theta solvent, then $g_N\to C_\infty$. In a good solvent $\langle R^2\rangle$ grows faster than $N$. Then $g_N=C_N$ still holds, but both keep growing. Note also that scattering usually gives the radius of gyration, and $\langle R^2\rangle=6R_g^2$ holds only for long ideal chains. For the model chain worked out below, $6R_g^2/(Nb^2)$ is 3.96 against $C_{100}=4.14$, and 4.22 against $C_{1000}=4.24$.

**Q:** I measure a response to a field, not a mean square. How does the response know about $\mathbf R$?

**A:** Apply a weak field $E$ along the unit vector $\mathbf e$, and write $M_e=\mathbf M\cdot\mathbf e$. The energy $-M_eE$ multiplies the weight of each shape and orientation by $1+M_eE/kT$ to first order. Without a field $\langle M_e\rangle=0$, because all orientations are equally likely, so the normalization has no first-order change. Hence

$$\langle M_e\rangle_E=\frac{\langle M_e^2\rangle E}{kT}=\frac{\langle M^2\rangle E}{3kT}=\frac{q^2\langle R^2\rangle E}{3kT}.$$

The factor 3 comes from the three equivalent directions.

This gives a check in which dipoles are read from the response and size from atom positions. I enumerated all shapes of an eight-bond chain with coupled rotations: each adjacent pair of gauche states of opposite sign had its weight multiplied by 0.1. The small-field response gave $g_8=3.47452$, and the end-atom distances gave $C_8=3.47452$. With the coupling removed and all else kept, $C_8$ is 2.86. The coupling changes the value substantially, but not the equality.

**Q:** Can you calculate the number from bond angles and rotations?

**A:** Yes, if I now assume that rotations about different bonds are independent and symmetric. Let $\theta$ be the angle between successive bond vectors, with $\alpha=\cos\theta$ and $s=\sin\theta$. Attach a frame to each bond. Its $x$ axis lies along the bond. Its $y$ axis lies in the plane of that bond and the previous one, and has a positive projection on the previous bond. The $z$ axis completes a right-handed set.

For a dihedral angle $\phi$, with trans at $\phi=0$, the next bond direction in this frame is $(\alpha,\,s\cos\phi,\,s\sin\phi)$. The next $y$ axis is the old $x$ axis minus $\alpha$ times the new bond direction, divided by $s$, which is $(s,\,-\alpha\cos\phi,\,-\alpha\sin\phi)$. Their cross product gives the next $z$ axis, $(0,\,\sin\phi,\,-\cos\phi)$.

These three vectors are the columns of a rotation matrix. Averaging with $\langle\sin\phi\rangle=0$ and $\eta=\langle\cos\phi\rangle$ gives

$$T=\begin{pmatrix}\alpha&s&0\\ s\eta&-\alpha\eta&0\\0&0&-\eta\end{pmatrix}.$$

Going $k$ bonds along the chain multiplies $k$ such matrices. Because the rotations are independent, the average of the product is $T^k$, and $c_k=(T^k)_{xx}$.

For a long chain with decaying correlations, the factor $1-k/N$ tends to one for every $k$ that matters. The matrix geometric series then gives

$$C_\infty=\left[I+2\sum_{k=1}^{\infty}T^k\right]_{xx}=\left[2(I-T)^{-1}-I\right]_{xx}.$$

Only the $xy$ block of $I-T$ is needed. Using $s^2=(1-\alpha)(1+\alpha)$, its determinant is

$$(1-\alpha)(1+\alpha\eta)-s^2\eta=(1-\alpha)(1-\eta).$$

The $xx$ element of the inverse is $(1+\alpha\eta)$ divided by this determinant. Therefore

$$C_\infty=\frac{2(1+\alpha\eta)-(1-\alpha)(1-\eta)}{(1-\alpha)(1-\eta)}=\frac{(1+\alpha)(1+\eta)}{(1-\alpha)(1-\eta)} .$$

The last step uses $2+2\alpha\eta-1+\alpha+\eta-\alpha\eta=(1+\alpha)(1+\eta)$.

**Q:** What if rotation is completely free?

**A:** Then $\eta=0$ and $c_k=\alpha^k$. The finite sum can be done by writing $N-k$ as a count of repeated terms:

$$\sum_{k=1}^{N-1}(N-k)\alpha^k=\sum_{m=1}^{N-1}\sum_{k=1}^m\alpha^k=\frac{\alpha}{1-\alpha}\left[N-\frac{1-\alpha^N}{1-\alpha}\right].$$

Multiplying by $2/N$ and adding one gives

$$C_N=\frac{1+\alpha}{1-\alpha}-\frac{2\alpha(1-\alpha^N)}{N(1-\alpha)^2}.$$

For $\theta=70^\circ$ and $N=50$ this is 2.00801. A separate calculation of the partition function in a weak field, which never forms $\mathbf R$, gave $g_{50}=2.00800$. If also $\alpha=0$, the bonds are uncorrelated and both ratios equal one.

**Q:** Please put in numbers for something like a real melt.

**A:** Take a model chain of 1000 bonds at 300 K, with $b=0.15$ nm, $\mu=0.05$ D and $\theta=70^\circ$. Each gauche state lies 0.025 eV above trans. The Boltzmann probabilities are 0.568 for trans and 0.216 for each gauche state. The gauche angles are $\pm120^\circ$, with cosine $-1/2$, so

$$\eta=0.568-0.216=0.352,\qquad \alpha=0.342,$$

$$C_\infty=\frac{1.342}{0.658}\times\frac{1.352}{0.648}\approx4.26 .$$

The first three mean cosines are 0.342, 0.428 and 0.215. The second exceeds the first because $c_2=\alpha^2+s^2\eta$: trans states make next-nearest bonds parallel. For a four-bond chain the pair sum gives

$$C_4=1+2(0.75\times0.342+0.50\times0.428+0.25\times0.215)\approx2.05 .$$

The ratio rises to 4.14 at $N=100$ and 4.24 at $N=1000$. A finite chain falls below the limit because bonds near its ends lack partners on one side, and the missing pairs would have had positive mean cosines. This is what the factor $1-k/N$ counts.

For $N=1000$ the root-mean-square sizes are

$$R_{\rm rms}=0.15\sqrt{1000\times4.244}\ \text{nm}=9.77\ \text{nm},$$

$$M_{\rm rms}=0.05\sqrt{1000\times4.244}\ \text{D}=3.26\ \text{D}=1.09\times10^{-29}\ \text{C m}.$$

Uncorrelated bonds would give 1.58 D. The equivalent end charge is $q=0.0069\,e$.

**Q:** And the dielectric step?

**A:** Let $n$ be the number of bonds per volume, so there are $n/N$ chains per volume. Neglect correlations between chains, and take the field on a chain to be the macroscopic field. The polarization is $(n/N)\langle M^2\rangle E/(3kT)$. Setting it equal to $\varepsilon_0\Delta\varepsilon E$ and using $\langle M^2\rangle=N\mu^2g_N$ gives

$$\Delta\varepsilon=\frac{n\mu^2g_N}{3\varepsilon_0kT}.$$

For $n=32\ \text{nm}^{-3}$ the step would be 0.0081 with $g_N=1$. The chain correlations raise it to $0.0081\times4.24\approx0.034$.

A Lorentz local-field factor, $[(\varepsilon_\infty+2)/3]^2$, is 2.05 for a high-frequency permittivity $\varepsilon_\infty=2.3$. It would raise the step to 0.071. I have not shown that this factor applies to a dipole spread over a coil of 10 nm. An experimental $\langle R^2\rangle$ inferred from $\Delta\varepsilon$ inherits that uncertainty, as well as any correlation between chains.

**Q:** Suppose the dipoles still lie along the bonds, but some are reversed. Is the factor still $C_\infty$?

**A:** The pattern of reversals matters. If the sense alternates from bond to bond, $c_k$ acquires the factor $(-1)^k$. For the same 1000-bond chain, $g_N$ drops to 1.02 while $C_N$ remains 4.24. The value lies near one because the even and odd separations nearly cancel for these parameters.

Now reverse the sense just once, at the middle. Let $\mathbf A$ and $\mathbf B$ be the end-to-end vectors of the two halves. Then $\mathbf R=\mathbf A+\mathbf B$, but $\mathbf M=q(\mathbf A-\mathbf B)$. Adding the two squares removes the cross term:

$$\frac{\langle M^2\rangle}{q^2}=2\langle A^2\rangle+2\langle B^2\rangle-\langle R^2\rangle .$$

With independent rotations, each half has $\langle A^2\rangle=\langle B^2\rangle=(N/2)b^2C_{N/2}$. Dividing by $Nb^2$ gives

$$g_N=2C_{N/2}-C_N .$$

For $N=8$ this is 1.24, against $C_8=2.86$. For $N=1000$ it is 4.22, against 4.24, and the limits coincide. Yet $\langle\mathbf M\cdot\mathbf R\rangle=q\langle A^2-B^2\rangle=0$. So a measured $g$ close to $C_\infty$ does not prove that the chain dipole follows the end-to-end vector.

**Q:** My repeat unit has four backbone bonds. Should I count dipoles per bond or per unit?

**A:** Either works if you name the choice. Let the unit dipole be the sum of its four bond dipoles. Its mean square is $4\mu^2C_4$, and there are $N/4$ units, so

$$g_{\rm unit}=\frac{N\mu^2C_N}{(N/4)\,4\mu^2C_4}=\frac{C_N}{C_4}=\frac{4.244}{2.049}\approx2.07 .$$

The chain dipole has not changed. The correlations inside the unit have moved into its own moment. The equality with Flory's ratio per bond therefore belongs to counting per bond.

**Q:** How close is this model to a real polymer?

**A:** The parameters lie roughly in the regime of cis-polyisoprene, which has a dipole component along the backbone of about 0.2 D per four-bond repeat unit and a characteristic ratio near 5. These are rough values; the model's four-bond unit has a root-mean-square moment of 0.14 D. The real backbone contains a double bond that does not rotate, its bonds are unequal, and its dipole is not shared equally among them. The last departure can be sized in the model. Keep the chain and the sum of dipole magnitudes fixed, but place $4\mu$ on every fourth bond. Then $\langle M^2\rangle/(N\mu^2)$ becomes 6.09 instead of 4.24, a rise of 44 percent. The whole rise comes from within the unit: its own contribution grows from $C_4=2.05$ to $4^2/4=4$, while the contribution from different units falls slightly, from 2.20 to 2.09. The part of $\mathbf M$ that follows $\mathbf R$ hardly changes: $\langle\mathbf M\cdot\mathbf R\rangle/(q\langle R^2\rangle)$ is still 1.000, so 4.24 of the 6.09 goes with the end-to-end vector and the other 1.85 is uncorrelated with it.

Real units also have lateral moments. Consider one along the local $z$ axis, normal to the plane of adjacent bonds. In $T$ this axis is decoupled from the other two, so its factor is a geometric series:

$$g_z=1+2\sum_{k=1}^{\infty}(-\eta)^k=\frac{1-\eta}{1+\eta}\approx0.48 .$$

If a lateral moment of size $\mu$ is added to each bond while the backbone moment is kept, $\langle M^2\rangle/(N\mu^2)$ rises from 4.24 to 4.72, or 11 percent. The Kirkwood factor, which divides by the doubled squared dipole, falls to 2.36. The rise is this small because the $z$ axis flips at every trans bond, so lateral moments along it tend to cancel. If their signs alternate along the chain so that they add in trans runs, $-\eta$ becomes $\eta$ in the series, $g_z$ is 2.09 and the rise is 49 percent. A lateral moment along $y$ does not add so simply, because $T$ couples $y$ to $x$, and its effect is much larger: a moment $\mu$ along $+y$ on each bond takes $\langle M^2\rangle/(N\mu^2)$ from 4.24 to 12.3, and one along $-y$ takes it to 0.38.

**Q:** Could my field or temperature spoil the comparison?

**A:** A field stretches the chain. For a Gaussian chain, a weak field shifts the mean dipole by $\langle M^2\rangle E/(3kT)$ and leaves the spread unchanged. The fractional rise of $\langle R^2\rangle$ above its zero-field value is the square of that shift divided by $\langle M^2\rangle$:

$$\frac{\langle M^2\rangle E^2}{9(kT)^2}=\frac{(M_{\rm rms}E/kT)^2}{9}.$$

At 1 MV/cm, far above the fields of ordinary dielectric spectroscopy and beyond what many bulk samples withstand, $M_{\rm rms}E/kT=0.262$ and the rise is 0.76 percent. Reweighting 8000 sampled chains gave 0.78 percent, which agrees within the sampling noise of about 0.02.

Interactions between neighbouring dipoles are also small here: a head-to-tail point-dipole estimate at distance $b$ gives 0.036 $kT$. Midpoints of adjacent bonds are somewhat closer than $b$, so this indicates an order of magnitude, not an accurate energy. With the bond angle fixed, the energy of two adjacent dipoles is also the same in every shape, so it favours none of them. The first pair that depends on shape is the next-nearest one, and with point dipoles at the bond midpoints its energy differs between trans and gauche by only about 0.002 $kT$.

In this model temperature matters more. With the gauche energy and bond angle held fixed, $C_\infty$ is 5.02 at 250 K and 3.79 at 350 K, because heating populates the gauche states. Real polymers can change much less, or in the opposite direction, so these figures do not carry over to polyisoprene. The dielectric and size measurements should still refer to the same temperature and the same environment. The numerical output below gives the values in more detail.

## Values computed for the example and the checks

```
Bond length: 0.15 nm; bond dipole: 0.05 D
Bonds per chain: 1000; temperature: 300 K
Angle between successive bond vectors: 70 degrees
Gauche energy: 0.025 eV; bond density: 32 nm^-3
alpha: 0.3420; eta: 0.3521 (no unit)
Probability of trans: 0.5680; of each gauche: 0.2160
Mean cosine at separation 1: 0.3420
Mean cosine at separation 2: 0.4279
Mean cosine at separation 3: 0.2152
Mean cosine at separation 4: 0.1983
Mean cosine at separation 5: 0.1197
C_N = g_N for N = 4: 2.0485
C_N = g_N for N = 10: 3.1003
C_N = g_N for N = 100: 4.1364
C_N = g_N for N = 1000: 4.2442
C_infinity from closed formula: 4.2562
C_N from 8000 sampled chains, N = 1000: 4.258
Free rotation, N = 50: g from field response 2.00800
Free rotation, N = 50: C_N from Flory formula 2.00801
Coupled rotations, N = 8: g from response 3.47452
Coupled rotations, N = 8: C_N from end atoms 3.47452
Independent rotations, N = 8: C_N 2.86157
Same chain, dipoles reversed at middle: g 1.23546
Dipoles reversed at middle, N = 1000: g 4.2203
Alternating dipoles, N = 1000: g 1.0223
Four-bond unit as dipole: g = C_N/C_4 = 2.0719
End charge q = mu/b: 0.00694 e
Rms end-to-end distance: 9.772 nm
Rms chain dipole: 3.257 D = 1.087e-29 C m
Rms chain dipole if bonds were uncorrelated: 1.581 D
Dielectric step, no local-field correction: 0.0343
Dielectric step if g were 1: 0.0081
Lateral (plane-normal) dipoles alone: g 0.4796
Equal lateral and backbone moments: g 2.3619
Dipole 4 mu on every fourth bond: <M^2>/(N mu^2) = 6.0923
Field for stretching estimate: 1.0 MV/cm
Rms chain dipole times field over kT: 0.2623
Rise of <R^2> in field, Gaussian estimate: 0.765 percent
Rise of <R^2> in field, sampled chains: 0.776 percent
Neighbour dipole energy (point estimate): 0.0358 kT
C_infinity at 250 K: 5.0193; at 350 K: 3.7947
Lorentz factor for eps_inf = 2.3: 2.054
Dielectric step times Lorentz factor: 0.0705
```
